# When Ion Diffusion Fails in a Parabolic Electronegative Core: a numerical check

```python
"""Positive-ion drift in a parabolic electronegative core.

Result under test: with uniform electron density ne0, negative-ion density
ne0*alpha0*(1-x^2/l^2) and constant ambipolar coefficient Da, the positive-ion
drift at x=l is U = 2*Da*alpha0/l.  For large alpha0 a steady ion flow with
inertia reaches its critical speed c = sqrt(nu*Da) before the edge.

Symbols: s=x/l; N=n_plus/ne0; mach=u/c; beta=2*Da/(l*c); gamma=Te/Ti;
nu=ion momentum-loss frequency; D_plus=free positive-ion diffusion coefficient.
Temperatures are in volts; all other internal quantities are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

# Round model inputs, rough regime of a low-pressure capacitive etch reactor
pressure_mtorr = 20.0
Te, Ti = 3.0, 0.03
mass_u = 30.0
cross_section = 1e-18
l = 0.020
alpha0 = 50.0
ne0 = 1e14
K_rec = 1e-13            # rough ion-ion recombination coefficient

e = const.e
M = mass_u * const.atomic_mass
gamma = Te / Ti
gas_density = pressure_mtorr * 1e-3 * const.torr / (e * Ti)
mean_free_path = 1 / (gas_density * cross_section)
v_mean = np.sqrt(8 * e * Ti / (np.pi * M))
nu = v_mean / mean_free_path
D_plus = e * Ti / (M * nu)
Da = 2 * D_plus
c = np.sqrt(nu * Da)
c_electron_edge = np.sqrt(e * (Te + Ti) / M)
beta = 2 * Da / (l * c)
U = 2 * Da * alpha0 / l


def ambipolar_ratio(alpha):
    """Da(alpha)/D_plus for Boltzmann electrons and negative ions."""
    return (1 + gamma + 2 * gamma * alpha) / (1 + gamma * alpha)


def crossing(fraction, a0):
    """Position s where the diffusion drift equals fraction*c."""
    b = beta / fraction
    return (-b + np.sqrt(b * b + 4 * (1 + 1 / a0))) / 2


# Test: edge drift from a finite-difference solution of the source problem
cells = 200
h = 2 * l / cells
size = cells - 1
laplacian = (np.diag(-2 * np.ones(size)) + np.diag(np.ones(size - 1), 1)
             + np.diag(np.ones(size - 1), -1)) / h**2
source_rate = 4.0e4      # net source divided by ne0, in 1/s
rhs = -source_rate / Da * np.ones(size)
rhs[0] -= 1 / h**2
rhs[-1] -= 1 / h**2
N_grid = np.concatenate(([1.0], np.linalg.solve(laplacian, rhs), [1.0]))
a0_grid = N_grid[cells // 2] - 1
edge_slope = (3 * N_grid[-1] - 4 * N_grid[-2] + N_grid[-3]) / (2 * h)
drift_grid = -Da * edge_slope / N_grid[-1]
assert abs(drift_grid / (2 * Da * a0_grid / l) - 1) < 1e-6

# Test: ambipolar coefficient from numerically differentiated densities
for a in (0.02, 1.0, 6.0, 200.0):
    step = 1e-4          # change of potential in units of Ti

    def density(psi):
        return np.exp(psi / gamma) + a * np.exp(psi)
    slope = (density(step) - density(-step)) / (2 * step)
    flux = -slope - density(0.0)     # diffusion plus field drift, over D_plus
    assert abs(-flux / slope / ambipolar_ratio(a) - 1) < 1e-6


# Test: crossing position from a differentiated density profile
def diffusion_drift(s, a0):
    def profile(t):
        return 1 + a0 * (1 - t * t)
    d = 1e-5
    return -Da / l * (profile(s + d) - profile(s - d)) / (2 * d) / profile(s)


for f in (0.3, 0.5, 1.0):
    root = brentq(lambda s: diffusion_drift(s, alpha0) - f * c, 0, 1)
    assert abs(root - crossing(f, alpha0)) < 1e-6
assert diffusion_drift(1.0, 0.98 / beta) < c < diffusion_drift(1.0, 1.02 / beta)


def ion_flow(a0, speed_sq=lambda N: 1.0, friction=lambda m: 1.0,
             stop_at_core_end=False):
    """Integrate continuity and momentum, ions born at rest, from the centre.

    speed_sq is the local critical speed squared over c^2; friction is the
    collision frequency over nu.  Stops at 0.99 of the local critical speed.
    """
    g = 2 * Da * a0 / (l * c)
    drag = nu * l / c

    def derivative(s, y):
        N, m = y
        matrix = np.array([[m, N], [speed_sq(N), N * m]])
        return np.linalg.solve(
            matrix, np.array([g, -drag * friction(m) * N * m - m * g]))

    def choke(s, y):
        return y[1] - 0.99 * np.sqrt(speed_sq(y[0]))

    def core_end(s, y):
        return y[0] - 1.0
    choke.terminal = True
    core_end.terminal = True
    events = [choke, core_end] if stop_at_core_end else [choke]
    return solve_ivp(derivative, (0, 1.2), [1 + a0, 0.0], events=events,
                     rtol=1e-8, atol=1e-10, max_step=0.02)


# Test: choking position and density ratio of the flow with inertia
flow = ion_flow(alpha0)
s_choke = crossing(0.5, alpha0)
assert flow.t_events[0].size == 1
s_choke_numeric = flow.t_events[0][0]
assert abs(s_choke_numeric - s_choke) < 1e-4
N_diffusion = 1 + alpha0 * (1 - flow.t**2)
assert np.max(np.abs(N_diffusion / flow.y[0] - 1 - flow.y[1]**2)) < 1e-4

# Test: threshold for choking while negative ions are still present
alpha_threshold = 0.5 + np.sqrt(0.25 + 1 / beta**2)
below = ion_flow(0.95 * alpha_threshold, stop_at_core_end=True)
above = ion_flow(1.05 * alpha_threshold, stop_at_core_end=True)
assert below.t_events[0].size == 0 and below.t_events[1].size == 1
assert above.t_events[0].size == 1 and above.t_events[1].size == 0

# Test: the failed layer keeps a finite width for very large alpha0
s_limit = np.sqrt(1 + beta**2) - beta
assert abs(ion_flow(1e6).t_events[0][0] - s_limit) < 1e-4


# Test: conclusion survives local Da and non-uniform Boltzmann electrons
def three_species_choke(a0):
    psi = np.linspace(-25, 0, 20001)
    N = np.exp(psi / gamma) + a0 * np.exp(psi)
    dN = np.exp(psi / gamma) / gamma + a0 * np.exp(psi)
    table = (1 + N / dN) / 2
    result = ion_flow(a0, speed_sq=lambda n: np.interp(n, N, table))
    assert result.t_events[0].size == 1
    return result.t_events[0][0]


s_three = three_species_choke(alpha0)
s_three_large = three_species_choke(10 * alpha0)
assert s_three < 1 and abs(s_three / s_choke - 1) < 0.03
assert (abs(s_three_large - crossing(0.5, 10 * alpha0))
        < abs(s_three - s_choke))

# Rough drift-dependent collision frequency, same source and centre density
flow_friction = ion_flow(
    alpha0, friction=lambda m: np.sqrt(1 + (m * c / v_mean)**2))
assert flow_friction.t_events[0].size == 1
s_friction = flow_friction.t_events[0][0]
assert s_friction < s_choke

# Sizes of other neglected effects
alpha_choke = alpha0 * (1 - s_choke**2)
N_choke = flow.y_events[0][0][0]
electron_drop = 1 - (1 - s_choke**2)**(1 / gamma)
field_slope = 2 * Ti * (1 + s_choke**2) / (l * (1 - s_choke**2))**2
charge_fraction = const.epsilon_0 * field_slope / (e * ne0 * (1 + alpha_choke))
net_source = 2 * Da * alpha0 * ne0 / l**2
recombination_ratio = K_rec * ne0**2 * alpha0 * (1 + alpha0) / net_source
s = np.linspace(0, 1, 4001)
alpha_s = alpha0 * (1 - s**2)
loss = K_rec * ne0**2 * alpha_s * (1 + alpha_s)
loss_integral = cumulative_trapezoid(loss, s, initial=0)
negative_flux = l * (loss_integral[-1] * s - loss_integral)
inside = (s > 0) & (s <= s_choke)
negative_flux_ratio = np.max(np.abs(negative_flux[inside])
                             / (D_plus * ne0 * 2 * alpha0 * s[inside] / l))
s_ten_percent = crossing(np.sqrt(0.1) / 1.1, alpha0)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Gas pressure", pressure_mtorr, "mTorr")
show("Electron temperature", Te, "eV")
show("Ion and gas temperature", Ti, "eV")
show("Gas temperature", e * Ti / const.k, "K")
show("Temperature ratio gamma", gamma)
show("Ion mass", mass_u, "u")
show("Ion-neutral cross-section", cross_section * 1e4, "cm2")
show("Core half-width l", l * 1e3, "mm")
show("Central electronegativity alpha0", alpha0)
show("Electron density", ne0 * 1e-6, "cm^-3")
show("Gas density", gas_density * 1e-6, "cm^-3")
show("Ion mean free path", mean_free_path * 1e3, "mm")
show("Mean ion thermal speed", v_mean, "m/s")
show("Collision frequency nu", nu, "1/s")
show("Free ion diffusion coefficient D_plus", D_plus, "m2/s")
show("Ambipolar coefficient Da", Da, "m2/s")
show("Ambipolar coefficient Da", Da * 1e4, "cm2/s")
show("Critical speed c in core", c, "m/s")
show("Critical speed at alpha=0", c_electron_edge, "m/s")
show("beta = 2Da/(l c)", beta)
show("Edge drift U", U, "m/s")
show("U/c", U / c)
show("Threshold alpha0 for U=c", 1 / beta)
show("Threshold alpha0 with inertia", alpha_threshold)
show("Diffusion density 10% too high at x", s_ten_percent * l * 1e3, "mm")
show("Choking position, formula", s_choke * l * 1e3, "mm")
show("Choking position, integration", s_choke_numeric * l * 1e3, "mm")
show("Diffusion drift equals c at x", crossing(1, alpha0) * l * 1e3, "mm")
show("Width of failed layer", (1 - s_choke) * l * 1e3, "mm")
show("Failed layer, alpha0 to infinity", (1 - s_limit) * l * 1e3, "mm")
show("Length 2c/nu", 2 * c / nu * 1e3, "mm")
show("alpha of parabola at choking", alpha_choke)
show("n_plus/ne0 of inertial flow at 0.99c", N_choke)
show("Da(alpha)/D_plus there, parabola", ambipolar_ratio(alpha_choke))
show("Da(alpha)/D_plus there, inertial flow", ambipolar_ratio(N_choke - 1))
show("Choking position, three species", s_three * l * 1e3, "mm")
show("Choking position, rough variable nu", s_friction * l * 1e3, "mm")
show("Electron density drop at choking", 100 * electron_drop, "%", 3)
show("Space charge / ion charge there", 100 * charge_fraction, "%", 3)
show("Net ion source / electron density", net_source / ne0, "1/s")
show("Rough recombination coefficient", K_rec * 1e6, "cm3/s")
show("Central recombination / net source", recombination_ratio, "", 2)
show("Max negative-ion flux / its diffusion flux", negative_flux_ratio, "", 2)
show("Mean free path / l", mean_free_path / l, "", 3)
print("PASS")
```

Printed output:

```
Gas pressure: 20 mTorr
Electron temperature: 3 eV
Ion and gas temperature: 0.03 eV
Gas temperature: 348.1 K
Temperature ratio gamma: 100
Ion mass: 30 u
Ion-neutral cross-section: 1e-14 cm2
Core half-width l: 20 mm
Central electronegativity alpha0: 50
Electron density: 1e+08 cm^-3
Gas density: 5.548e+14 cm^-3
Ion mean free path: 1.803 mm
Mean ion thermal speed: 495.7 m/s
Collision frequency nu: 2.75e+05 1/s
Free ion diffusion coefficient D_plus: 0.3509 m2/s
Ambipolar coefficient Da: 0.7018 m2/s
Ambipolar coefficient Da: 7018 cm2/s
Critical speed c in core: 439.3 m/s
Critical speed at alpha=0: 3122 m/s
beta = 2Da/(l c): 0.1598
Edge drift U: 3509 m/s
U/c: 7.988
Threshold alpha0 for U=c: 6.26
Threshold alpha0 with inertia: 6.78
Diffusion density 10% too high at x: 15.39 mm
Choking position, formula: 17.26 mm
Choking position, integration: 17.25 mm
Diffusion drift equals c at x: 18.66 mm
Width of failed layer: 2.745 mm
Failed layer, alpha0 to infinity: 2.941 mm
Length 2c/nu: 3.195 mm
alpha of parabola at choking: 12.78
n_plus/ne0 of inertial flow at 0.99c: 6.961
Da(alpha)/D_plus there, parabola: 2.077
Da(alpha)/D_plus there, inertial flow: 2.166
Choking position, three species: 17.46 mm
Choking position, rough variable nu: 17.07 mm
Electron density drop at choking: 1.35 %
Space charge / ion charge there: 0.0161 %
Net ion source / electron density: 1.754e+05 1/s
Rough recombination coefficient: 1e-07 cm3/s
Central recombination / net source: 0.15
Max negative-ion flux / its diffusion flux: 0.13
Mean free path / l: 0.0901
PASS
```
